# Load stabilization of a current filament as a rank-one spectral update

A thin oxide film between two electrodes is driven until it switches. Current heats the film, the warm film conducts better, and the current gathers in a hot spot at the centre. Held at constant voltage, such a filament may be in balance and still be unstable: slightly more heat gives more current, hence more heat. A series resistor opposes this, because extra current lowers the voltage left for the device. How large must the resistor be?

The resistor senses one number, the total current, and acts through one number, the device voltage. However many cells describe the temperature profile, its effect on the stability matrix therefore has rank one.

## Two cells by hand

Let $x_1$ and $x_2$ be small temperature changes in the core and in a surrounding shell of equal area, in dimensionless units. At fixed voltage let $\dot x=Ax$, with

$$A=\begin{pmatrix}2&2\\2&-1\end{pmatrix}.$$

The trace is 1 and the determinant $-6$, so the eigenvalues are $\lambda_1=3$ and $\lambda_2=-2$. The normalized eigenvectors are $\phi_1=(2,1)/\sqrt5$ and $\phi_2=(1,-2)/\sqrt5$. One pattern grows.

A voltage change $v$ adds heating $uv$ with $u=(3,1)$. The current changes by

$$\delta I=Gv+w\cdot x,\qquad w=(1,1),\quad G=\tfrac12 .$$

Here $G$ is the conductance at frozen temperature. A fixed supply $V_b=V+RI$ requires $v=-R\,\delta I$. Substituting $\delta I$ gives $v(1+RG)=-R\,w\cdot x$, so

$$v=-\beta\,w\cdot x,\qquad \beta=\frac{R}{1+RG},$$

and the loaded matrix is

$$J=A-\beta uw^T=\begin{pmatrix}2-3\beta&2-3\beta\\2-\beta&-1-\beta\end{pmatrix}.$$

Its trace is $1-4\beta$. Its determinant is $(2-3\beta)[(-1-\beta)-(2-\beta)]=-3(2-3\beta)=9\beta-6$. Both eigenvalues of a real $2\times2$ matrix have negative real part when the trace is negative and the determinant positive. This needs $\beta>1/4$ and $\beta>2/3$; the second condition decides. From $R=\beta/(1-\beta G)$ the threshold is $R^*=(2/3)/(1-1/3)=1$. There the eigenvalues are $0$ and $-5/3$.

The same threshold follows from the modes of $A$ alone. Define $p_k=(w\cdot\phi_k)(\phi_k\cdot u)$:

$$p_1=\frac{3\cdot7}{5}=\frac{21}{5},\qquad p_2=\frac{(-1)\cdot1}{5}=-\frac15 .$$

Then

$$Q=\frac{p_1}{\lambda_1}+\frac{p_2}{\lambda_2}=\frac75+\frac1{10}=\frac32,$$

and $1/(Q-G)=1=R^*$.

The negative $p_2$ has a visible effect. At $R=2$, where $\beta=1$, the trace is $-3$ and the determinant 3, so the eigenvalues are $-\frac32\pm\frac{\sqrt3}{2}i$: the disturbance rings while it decays. Real eigenvalues are not guaranteed, because $u$ and $w$ are not parallel.

A harsher choice shows how the method can fail. Keep $A$, set $G=0$ so that $\beta=R$, let voltage heat only the core, $u=(1,0)$, and let current respond only to the shell, $w=(0,1)$. The trace stays at 1 for every $\beta$, so no load stabilizes the system. Yet the determinant, $-6+2\beta$, still vanishes at $\beta=3$. There the eigenvalues are 0 and 1: the formerly decaying mode has reached zero from below. A zero of the determinant locates a crossing, but its direction and the absence of other growing modes need a separate argument.

## The radial filament

Let $\theta(r,t)$ be the temperature rise above ambient, taken as uniform through the thickness of the stack. Heat balance per unit area is

$$c\,\partial_t\theta=K\nabla^2\theta+Vj(\theta,V)-H\theta .$$

Here $c$ is heat capacity per area, $K$ the lateral heat conductance of the sheet and $H$ the loss coefficient. Current flows only for $r<a$; the electrodes extend further and spread heat. There is no parallel capacitance for the moment.

Divide the sheet into rings of width $h$ and area $a_i$. Between neighbouring rings, meeting at radius $r_f$, the heat flow per kelvin is $L=2\pi r_fK/h$. With subscripts on $j$ denoting derivatives, linearization at fixed voltage gives

$$(Ax)_i=\frac1{c\,a_i}\sum_{n}L_{in}(x_n-x_i)+\frac{Vj_\theta-H}{c}\,x_i,$$

where $n$ runs over the neighbours of $i$. The voltage enters the heating both as a factor and through $j$, and current is summed over area, so

$$u_i=\frac{j+Vj_V}{c},\qquad w_i=a_ij_\theta,\qquad G=\sum_i a_ij_V .$$

The load-line algebra is unchanged, and again $J=A-\beta uw^T$.

The factor $1/a_i$ makes $A$ unsymmetric, but $L_{in}=L_{ni}$. With $D=\mathrm{diag}(\sqrt{a_i})$, the matrix $DAD^{-1}$ has off-diagonal elements $L_{in}/(c\sqrt{a_ia_n})$ and is symmetric. Its eigenvalues $\lambda_k$ are real and its eigenvectors $q_k$ orthonormal. Since $w^Tx=(D^{-1}w)^T(Dx)$, the overlap products are

$$p_k=(q_k\cdot D^{-1}w)(q_k\cdot Du).$$

## The secular equation and the threshold

For $\mu$ not an eigenvalue of $A$, factor

$$J-\mu=(A-\mu)\,(1-\beta yw^T),\qquad y=(A-\mu)^{-1}u .$$

The second factor leaves every vector with $w\cdot x=0$ unchanged and multiplies $y$ by $1-\beta w\cdot y$. That number is its determinant; the case $w\cdot y=0$ follows by continuity. Expanding $w\cdot y$ in modes,

$$\det(J-\mu)=\det(A-\mu)\,f(\mu),\qquad f(\mu)=1-\beta\sum_k\frac{p_k}{\lambda_k-\mu}.$$

Eigenvalues of the loaded filament are roots of $f$, except that a mode with $p_k=0$ stays at $\lambda_k$. One diagonalization thus serves every load.

Set $\mu=0$ and $Q=\sum_kp_k/\lambda_k=w^TA^{-1}u$. A zero eigenvalue needs $\beta Q=1$, that is $RQ=1+RG$, so

$$R^*=\frac1{Q-G}.$$

This has a direct electrical meaning. Along the steady branch the heating rate stays zero, so $A\,d\theta+u\,dV=0$ and $d\theta/dV=-A^{-1}u$. Therefore

$$\frac{dI}{dV}=G+w\cdot\frac{d\theta}{dV}=G-Q,\qquad R^*=-\frac{dV}{dI}.$$

The threshold load equals the magnitude of the negative differential resistance. If $dI/dV>0$, no positive load gives a zero crossing.

Suppose now that $A$ has one positive eigenvalue and no zero eigenvalue, and that $dI/dV<0$. To exclude the failure seen with two cells, put $\mu=i\omega$ with $\omega\neq0$. Since $1/(\lambda-i\omega)=(\lambda+i\omega)/(\lambda^2+\omega^2)$,

$$\mathrm{Im}\,f(i\omega)=-\beta\omega S(\omega),\qquad S(\omega)=\sum_k\frac{p_k}{\lambda_k^2+\omega^2}.$$

If $S(\omega)>0$ for all real $\omega$, no complex pair can cross the imaginary axis. Near zero, $1/(\lambda-\mu)\approx1/\lambda+\mu/\lambda^2$, and $f=0$ becomes

$$\mu\approx\frac{1-\beta Q}{\beta S(0)} .$$

As $R$ grows, $\beta$ grows, because $d\beta/dR=1/(1+RG)^2$. The root moves downward through zero, once. There is one growing radial mode for $R<R^*$ and none for $R>R^*$.

In the first two-cell example $S=(15+4\omega^2)/[(9+\omega^2)(4+\omega^2)]$ is positive. In the second, $p_1=2/5$ and $p_2=-2/5$ give $S(0)=2/45-1/10<0$, and the crossing goes the wrong way.

The procedure is:

1. Solve the steady equations with the centre temperature prescribed and $V$ unknown. This passes the voltage maximum, where $A$ is singular.
2. Diagonalize $DAD^{-1}$ and form $p_k$ and $G$.
3. Check the number of positive $\lambda_k$, the sign of $Q-G$ and the sign of $S(\omega)$.
4. Evaluate $R^*$, and find the roots of $f$ for any other load.

The steady point $(\theta,V,I)$ is held fixed while $R$ varies, so the supply must be reset to $V_b=V+RI$.

## A case solved in closed form

Take $j=sVe^{\theta/\tau}$, no surface loss, and a rim at $r=a$ held at ambient temperature. With $\rho=r/a$ and $b>0$, try

$$\theta=2\tau\ln\frac{1+b}{1+b\rho^2}.$$

Differentiation gives $\nabla^2\theta=-8b\tau/[a^2(1+b\rho^2)^2]$, while $e^{\theta/\tau}=(1+b)^2/(1+b\rho^2)^2$. The heat balance $K\nabla^2\theta+sV^2e^{\theta/\tau}=0$ then holds if

$$V=\sqrt{\frac{8bK\tau}{sa^2}}\;\frac1{1+b}.$$

The current is

$$I=\pi a^2sV(1+b)^2\int_0^1\frac{dz}{(1+bz)^2}=\pi a^2sV(1+b),$$

since the integral, over $z=\rho^2$, is $1/(1+b)$. Thus $I\propto\sqrt b$ and $V\propto\sqrt b/(1+b)$. Dividing their derivatives with respect to $\sqrt b$,

$$R^*=-\frac{dV}{dI}=\frac1{\pi a^2s}\,\frac{b-1}{(1+b)^2},\qquad b>1 .$$

The conditions can be checked. Here $j_\theta=j/\tau$ and $Vj_V=j$, so $D^{-1}w$ and $Du$ are parallel, every $p_k\ge0$, and $S>0$. The radial solution of $A\phi=0$ regular at the centre is $\phi=(1-b\rho^2)/(1+b\rho^2)$. For $b>1$ it has one node inside the disc, which by Sturm's oscillation theorem means one positive eigenvalue.

The threshold load starts from zero at the voltage maximum, $b=1$. The derivative of $(b-1)/(1+b)^2$ is proportional to $3-b$, so $R^*$ peaks at $b=3$, at one eighth of the cold resistance $1/(\pi a^2s)$, and then falls. A hotter filament can need less load.

For $b=4$, $a=500$ nm and $s=2\times10^4$ S/cm², the formula gives 763.94 ohm; the discretized procedure gives 763.96 ohm.

## A tantalum-oxide-like switch

The example uses rough values in the regime of a substoichiometric tantalum-oxide threshold switch. The film is $d=30$ nm thick with an active radius of 500 nm. It conducts by the Poole–Frenkel law

$$j=\sigma_0\frac Vd\exp\!\left[-\frac{E_b-\gamma\sqrt{V/d}}{k_BT}\right],\qquad \gamma=\sqrt{\frac{e^3}{\pi\varepsilon_0\varepsilon_r}},$$

with $\sigma_0=200$ S/cm, $E_b=0.30$ eV and $\varepsilon_r=20$. Two 40 nm electrodes spread the heat, and 140 nm of oxide carries it to the substrate. With heat conductivities of 1.5, 10 and 1.4 W/(m K) for film, electrodes and oxide, and a heat capacity of 3.0 J/(cm³ K) for film and electrodes, this gives $K=0.845$ µW/K and $H=1000$ W/(cm² K), so heat spreads over $\sqrt{K/H}=291$ nm and leaks away in $c/H=33$ ns. Ambient is 300 K.

On the computed branch, sampled in steps of about 10 K, the voltage peaks at 1.038 V with the centre at 370 K. The operating point lies well beyond it: centre 700 K, disc rim 424 K, $V=0.7692$ V, $I=4.200$ mA. The current density falls tenfold from centre to rim and by half at 255 nm.

At fixed voltage the leading radial rates are $60.3$, $-31.1$ and $-45.8$ per µs: one growing mode. The sums are $Q=29.968$ mS and $G=10.231$ mS, hence

$$R^*=\frac1{(29.968-10.231)\ \text{mS}}=50.7\ \text{ohm}.$$

The slope of the nonlinear branch, from steady states with the centre 1 K hotter and 1 K cooler, gives the same value. Grids of 100, 200 and 400 cells give 50.69, 50.67 and 50.67 ohm.

Two of the 400 products $p_k$ are negative, so $S$ had to be examined. Multiplied by $(\lambda_1^2+\omega^2)/\sum_kp_k$, it never fell below 0.987 on a fine frequency grid; at high frequency this ratio tends to 1. Direct diagonalization of $J$ found one growing mode at 0, 0.5 and $0.8R^*$ and none at 1.25, 2 and $1000R^*$.

The rank-one form was tested by differentiating the full nonlinear equations numerically, solving the load line anew for each displaced temperature. After subtraction of $A$, the second singular value of the remainder was $3\times10^{-8}$ of the first. Small disturbances followed in time grew at 8.32 per µs at $0.8R^*$ and decayed at 8.71 per µs at $1.25R^*$, in agreement with the eigenvalues.

One mode carries most of the answer. Keeping only $p_1=1835.5$ mS/µs gives $Q\approx1835.5/60.34=30.42$ mS and $R^*\approx49.5$ ohm, 2% below the full result. The same truncation gives $\mu\approx\lambda_1-\beta p_1$. At $R^*/2$, $\beta=25.33/(1+0.259)=20.12$ ohm and $\mu\approx60.3-36.9=23.4$ per µs, against 23.6 from the full matrix.

For strong loads the truncation fails: the leading rate is $-25.5$ per µs at $2R^*$ but only $-30.8$ at $1000R^*$. At $2R^*$ the one-mode estimate is $-31.0$, and the second and third modes account for most of the difference, in comparable parts. The saturation at large load comes from the second mode, at $-31.1$. Its product $p_2=2.9$ mS/µs is so small that the load hardly moves it, and it then limits the damping.

## Which state the circuit reaches

At $R^*$ the required supply is $0.7692+50.67\times0.004200=0.982$ V, below the voltage peak of the branch. At the peak current, 0.711 mA, the load line stands at $0.982-0.036=0.946$ V, below the device's 1.038 V; at zero current it stands above the device. It must therefore also cross the cool, rising part of the branch. Just above $R^*$ the filament resists small disturbances, but a cool device on the same supply can stay cool.

At $2R^*$ the supply is 1.195 V and the load line is still at 1.123 V at the peak current. It misses the rising part altogether, so the cool state is gone.

The threshold also changes along the branch:

| Centre (K) | $\lambda_1$ (1/µs) | $R^*$ (ohm) |
|---|---|---|
| 450 | 29.3 | 103 |
| 500 | 41.2 | 99 |
| 600 | 55.1 | 73 |
| 700 | 60.3 | 51 |
| 800 | 60.7 | 35 |

The growth rate rises while the load needed falls; the load also falls in the closed solution beyond $b=3$. If $S$ is positive at the other listed states, as it is at 700 K, an 80 ohm resistor stabilizes the listed states from 600 K upward but not those at 450 and 500 K. Sizing the load at the hottest state would leave part of the branch unstable.

## Sideways motion and capacitance

A disturbance proportional to $\cos m\varphi$, $m\ge1$, carries no net current to first order, so the load cannot act on it. Stability against displacement must come from the device. Let $A_1$ be the fixed-voltage operator for $m=1$. Differentiating the steady balance with respect to $r$, including the current step at $r=a$, gives for $\psi=-\partial_r\theta$

$$A_1\psi=-\frac{Vj(a)}{c}\,\delta(r-a).$$

Multiply by the positive leading eigenfunction of $A_1$ and integrate. For a profile falling outward in an unbounded sheet, $\psi>0$ and the boundary terms vanish, so the leading eigenvalue must be negative: the edge of the active area holds the filament in place. A nearby insulating outer rim would add a term of the opposite sign. With the rim at 2000 nm, the computed rates are $-11.1$ per µs for $m=1$ and $-36.2$ for $m=2$.

A capacitance $C_p$ across the device delays the response of the voltage:

$$C_p\,\dot v=-\left(\frac1R+G\right)v-w\cdot x .$$

For a mode with rate $\mu$, $x=-(A-\mu)^{-1}uv$, and therefore

$$C_p\mu+\frac1R+G=\sum_k\frac{p_k}{\lambda_k-\mu}.$$

At $\mu=0$ the capacitance drops out, so the static threshold is still $R^*$. At $\mu=i\omega$ the real and imaginary parts give

$$\frac1R+G=\sum_k\frac{p_k\lambda_k}{\lambda_k^2+\omega^2},\qquad C_p=S(\omega).$$

At $2R^*$ this is met at 342 pF, with oscillation at 6.8 MHz. Diagonalizing the enlarged matrix confirmed decay at 2% less capacitance and growth at 2% more. The limit depends on the load: it falls from about 510 pF at $1.01R^*$ to about 174 pF at $1000R^*$, so a larger resistor tolerates less capacitance. The load must act before the filament has had time to grow.

## How far the number can be trusted

On-chip parasitic capacitance of a micrometre-sized device is roughly picofarads or less, far below these limits; long cables can reach them. Wiring and electrodes can supply part of the 51 ohm. For electrodes of 200 µΩ cm fed evenly from the edge of the active disc, the computed current profile gives a centre-to-rim drop of about 55 mV in the two together, or 13 ohm at this current. The model neglects this drop, which makes the film voltage uneven; including it, with the centre again at 700 K, lowers the external load needed to about 40 ohm, or 37 ohm if the heat produced in the electrodes is left out.

The result depends strongly on the conduction law. With the centre held at 700 K, changing $\varepsilon_r$ from 20 to 10 lowers $R^*$ to 24 ohm, less than half. This matters because the Poole–Frenkel law is normally written with the high-frequency permittivity, about 4 to 5 in tantalum oxide; the value 20 is best read as an effective parameter. At 4.5, with the other inputs kept, $R^*$ would be only about 8 ohm. Raising the ambient to 358 K lowers it to 32 ohm.

The assumption of uniform temperature through the stack is good only to about a sixth of the 400 K rise. The middle of the film is roughly 28 K hotter than the mean of its two faces and the top roughly 40 K hotter than the bottom; with the drop across the lower electrode added, the hottest point lies nearly 70 K above the top of the oxide. Since $R^*$ changes by some 22 ohm between 600 and 700 K, such differences can matter at the level of several ohms: resolving the temperature through the whole thickness, sideways flow in the oxide included, with the film average at 700 K on the axis, gives about 53 ohm. Sideways heat flow in the oxide leaves the total loss of a given profile unchanged but acts like an increase of about 8% in $K$; it lowers $R^*$ by about 4%. The heat capacity of the oxide, taken as 1.65 J/(cm³ K), which for slow changes acts like an addition of about 23% to that of the stack, changes the rates but not $R^*$, which is a steady-state slope. When heat diffusion through the oxide thickness is followed in time, the growth rate at fixed voltage falls from 60 to 50 per µs, and the capacitance limit at $2R^*$ rises from 342 to about 425 pF.

For these rough parameters, including the effective $\varepsilon_r=20$, the model gives a threshold of some tens of ohms. The model is purely electrothermal: it holds the material fixed and has no thermal resistance at the interfaces, whereas a real oxide near 700 K can change its composition. The further digits in the numerical output show the consistency of the calculation, not knowledge of a real device.

## Computed values

```
film 30 nm, disc radius 500 nm, outer radius 2000 nm
conductivity prefactor 200 S/cm, barrier 0.30 eV, relative permittivity 20
heat conductivity: film 1.5, electrode 10.0, oxide 1.4 W/(m K)
electrode 40 nm each, oxide 140 nm, stack heat capacity 3.0 J/(cm3 K)
sheet heat conductance 0.845 uW/K, loss 1000 W/(cm2 K)
decay length 290.7 nm, heat time 33.0 ns
ambient 300 K, centre 700 K, rim of disc 423.6 K
largest branch voltage (10 K steps) 1.0378 V at centre 370 K, 0.711 mA
filament voltage 0.7692 V, current 4.1997 mA, V/I 183.17 ohm
field 0.256 MV/cm, centre current density 1.475 MA/cm2
centre/rim current density 9.94, half-density radius 255.2 nm
frozen conductance G 10.2308 mS, sum p/lambda 29.9680 mS
fixed-voltage rates (1/us): 60.338, -31.120, -45.835, -74.291
overlap products p (mS/us): 1835.5224, 2.9238, 13.9727, 4.0648
negative p: 2 of 400, their share of sum |p| 2.83e-03
smallest scaled S(omega) 0.9877 (dimensionless)
threshold load R* 50.666 ohm, from branch slope 50.666 ohm
supply voltage at R* 0.9820 V, at 2R* 1.1948 V
R/R*    0.00: leading radial rate    60.338 1/us
R/R*    0.50: leading radial rate    23.631 1/us
R/R*    0.80: leading radial rate     8.318 1/us
R/R*    1.00: leading radial rate     0.000 1/us
R/R*    1.25: leading radial rate    -8.703 1/us
R/R*    2.00: leading radial rate   -25.508 1/us
R/R* 1000.00: leading radial rate   -30.791 1/us
feedback matrix: second/first singular value 3.3e-08
time evolution at 0.8 R* (100 cells): 8.318 1/us, eigenvalue 8.319 1/us
time evolution at 1.25 R* (100 cells): -8.706 1/us, eigenvalue -8.705 1/us
R* with 100, 200, 400 cells: 50.693, 50.671, 50.666 ohm; extrapolated 50.664 ohm
closed test b=4, tau=50 K, s=20000 S/cm2: numerical 763.960, formula 763.944 ohm
angular rates m=1, 2: -11.131, -36.160 1/us
branch (200 cells): centre K, V, mA, top rate 1/us, -dV/dI ohm
  450  0.9835  1.4368  29.337  103.18
  500  0.9348  1.9139  41.230  98.79
  600  0.8442  2.9687  55.088  72.94
  700  0.7692  4.1993  60.339  50.67
  800  0.7086  5.6336  60.695  35.33
capacitance limit at 2R* 342.096 pF, oscillation 6.760 MHz
film middle hotter than faces by 28.4 K, top hotter than bottom by 40.0 K
electrode centre-to-rim drop (both, uniform-current estimate) 33.4 mV
oxide heat spreading raises loss by factor 1.076; R* then 51.00 ohm (100 cells)
oxide heat storage / stack heat storage 0.233
R* with permittivity 10: 23.55 ohm; with ambient 358 K: 32.23 ohm (100 cells)
```
